Auger Decay of a Dense Electron-Hole Plasma in Silicon

**Problem**

A short green laser pulse fills a layer of silicon at 300 K with electron-hole pairs, n₀ = 10²¹ cm⁻³. The pairs then disappear by Auger recombination: an electron drops into a hole, and the energy released goes to a third carrier, either an electron or a hole. Let n be the electron density and p the hole density. The two kinds of event have coefficients C_e (third carrier an electron) and C_h (third carrier a hole), with sum C = 3.8 × 10⁻³¹ cm⁶/s.

(a) State the conditions under which the pair density obeys dn/dt = −C n³.

(b) Solve this equation for n(0) = n₀, and find the behaviour at short and long times.

(c) Show that the density halves in about 4 ps. How long does the next halving take? What would a constant lifetime, equal to the initial one, have given?

(d) At high density, screening weakens the process. Model this by a carrier lifetime τ_s + 1/(C n²), with a rough value τ_s = 6 ps. Find the new half-time.

(e) Estimate separately the effects of acceptor doping, diffusion, finite pulse length and radiative recombination.

(f) How much has the lattice warmed after one half-time of the simple law, and are the electrons degenerate?

The algebra holds in any consistent units, including atomic units (ħ = electron mass = elementary charge = 1), in which C has the dimension length⁶/time.

**Solution**

**(a) The rate law**

An event whose third carrier is an electron needs two electrons and one hole. If the carriers are distributed independently, and the shape of their energy distribution does not change with density, the rate of such events per volume is proportional to n²p. Events with two holes and one electron have a rate proportional to np². Each event of either kind removes one electron and one hole, so

dn/dt = dp/dt = −(C_e n²p + C_h n p²).

In undoped material the pulse creates equal numbers of electrons and holes. Since both densities fall at the same rate, they stay equal. Setting p = n gives

dn/dt = −(C_e + C_h) n³ = −C n³.

This also assumes that C is constant, that the density is locally uniform so that no net flow changes it, and that no pairs are created after t = 0. The last condition excludes both further light absorption and the reverse of Auger recombination, in which an energetic carrier creates a pair.

**(b) Solution and limits**

For n > 0 we may divide by n³ and separate the variables:

n⁻³ dn = −C dt.

An antiderivative of n⁻³ is −1/(2n²). Integrating from n₀ at time zero to n at time t gives

−1/(2n²) + 1/(2n₀²) = −C t.

Multiplication by −2 yields

1/n² − 1/n₀² = 2C t.

Thus 1/n² grows linearly in time. Solving for n² gives

n² = n₀² / (1 + 2C n₀² t),

and, since a density is positive, we take the positive root:

n(t) = n₀ / √(1 + 2C n₀² t).

To check it, differentiate:

dn/dt = n₀ · (−1/2) · 2C n₀² · (1 + 2C n₀² t)^(−3/2)
= −C n₀³ (1 + 2C n₀² t)^(−3/2)
= −C n³.

At short times, 2C n₀² t ≪ 1, and the expansion (1 + u)^(−1/2) ≈ 1 − u/2 gives

n ≈ n₀ (1 − C n₀² t).

The initial loss rate per pair is therefore C n₀². At long times the 1 under the root can be dropped:

n ≈ 1/√(2C t).

The initial density has disappeared from this leading term. Two strongly excited regions with different n₀ approach the same density, because the denser one decays faster. For our numbers the long-time form at 20 ps gives 2.565 × 10²⁰ cm⁻³, while the full solution gives 2.485 × 10²⁰ cm⁻³. The limiting form is then about 3 percent above the full solution.

**(c) The half-time**

Put n = n₀/2 into the integrated equation. Since 1/n² = 4/n₀²,

4/n₀² − 1/n₀² = 3/n₀² = 2C t_half,

and hence

t_half = 3/(2C n₀²).

The dimensions agree: C n₀² has the unit (cm⁶/s)(cm⁻⁶) = 1/s. Numerically,

C n₀² = 3.8 × 10⁻³¹ × 10⁴² s⁻¹ = 3.8 × 10¹¹ s⁻¹ = 0.380 ps⁻¹,

t_half = 3/(2 × 0.380 ps⁻¹) = 3.95 ps.

This is the stated 4 ps, or 1.63 × 10⁵ atomic units of time. Direct numerical integration of the rate equation also gives 3.95 ps.

The initial lifetime is 1/(C n₀²) = 2.63 ps. If it stayed constant, the decay would be exponential and the half-time would be

2.63 ps × ln 2 = 1.82 ps.

This is less than half the correct value. The loss rate per pair is C n², so it falls to a quarter of its initial value by the time the density has halved.

The next halving starts from n₀/2. Since the half-time is proportional to the inverse square of the starting density, it takes four times as long:

4 × 3.95 ps = 15.8 ps.

The density reaches n₀/4 after 19.7 ps in total. By the same scaling, a plasma that starts at 10²⁰ cm⁻³ needs 395 ps to halve. A half-time for this law therefore has a meaning only together with its starting density.

**(d) Screening at high density**

A dense plasma screens the Coulomb interaction through which the third carrier receives its energy. The proposed lifetime gives

dn/dt = −n / [τ_s + 1/(C n²)].

When C n² τ_s ≪ 1, the second term in the bracket dominates and the cubic law returns. When C n² τ_s ≫ 1, the lifetime approaches τ_s and the decay becomes exponential. At n₀,

C n₀² τ_s = 0.380 × 6.0 = 2.28,

so the correction is not small. Separation of variables gives

[τ_s/n + 1/(C n³)] dn = −dt.

Integrating from n₀ to n and changing the overall sign,

t = τ_s ln(n₀/n) + (1/(2C)) (1/n² − 1/n₀²).

The second term is the time found in part (b); the first is the delay due to screening. For n = n₀/2,

t = τ_s ln 2 + 3/(2C n₀²) = 4.16 ps + 3.95 ps = 8.11 ps.

The half-time has roughly doubled. The result of 4 ps is thus a correct consequence of the cubic law with the given C, but it is not a secure prediction for silicon at this density.

**(e) Four other corrections**

Each correction below is applied alone to the cubic law, without the screening term, and with C and n₀ held fixed.

**Doping.** Let the silicon contain N_A = 10²⁰ cm⁻³ acceptors, all ionized. Then p = n + N_A, where n is still the electron density. Factor the rate law and divide it by C n³:

(C_e n²p + C_h n p²)/(C n³) = (p/n) (C_e n + C_h p)/(C n)
= (1 + r)(1 + r C_h/C), with r = N_A/n.

The last step uses C_e n + C_h(n + N_A) = C n + C_h N_A. We take the rough division C_e = 2.8 × 10⁻³¹ cm⁶/s and C_h = 1.0 × 10⁻³¹ cm⁶/s. At the start r = 0.1, and the rate is enhanced by

1.1 × 1.026 = 1.13.

At half density r = 0.2, and the factor is

1.2 × 1.053 = 1.26.

The factor rises steadily in between, so the half-time must lie between 3.95/1.26 = 3.13 ps and 3.95/1.13 = 3.50 ps. Numerical integration gives 3.28 ps. The extra holes supply more partners for each electron.

**Diffusion.** Light absorption leaves more pairs near the surface than deeper down. Take the initial profile n₀ exp(−z/L), with L = 1000 nm, and a surface through which no carriers pass. This L is the rough depth for one-photon absorption. A subpicosecond pulse that reaches n₀ is intense enough for two-photon absorption to steepen the profile near the surface, which would enlarge the diffusion correction. Electrons and holes move together with a diffusion coefficient D, so

∂n/∂t = D ∂²n/∂z² − C n³.

With a rough low-density value D = 18 cm²/s, the diffusion length in one half-time is √(D t_half) = 84 nm, much less than L. Numerical solution gives a surface half-time of 3.68 ps, about 7 percent below the uniform result. Reducing the mesh spacing from 10 nm to 5 nm changes it by 1.9 × 10⁻⁴ ps. The choice of D matters far more: in a dense, degenerate plasma D may differ from its low-density value, and a value ten times larger would give 3.05 ps, about 23 percent below the uniform result.

Recombination itself weakens the drive for diffusion. To see this, ignore diffusion for a moment and write n_i(z) for the initial profile. At each depth

1/n² = 1/n_i² + 2C t.

Differentiation with respect to z gives

∂n/∂z = (n/n_i)³ dn_i/dz.

Dividing by n and using dn_i/dz = −n_i/L, we find

(1/n) ∂n/∂z = −(1/L)(n/n_i)².

When the surface density has halved, its relative gradient is only a quarter of the initial one. The denser material near the surface has decayed faster and flattened the profile.

**Pulse length.** Suppose the pulse creates pairs at a constant rate for t_p = 0.1 ps and would reach n₀ if none recombined. To leading order the density during the pulse is n₀t/t_p. The fraction lost before the pulse ends is

∫₀^{t_p} C n₀² (t/t_p)³ dt = C n₀² t_p/4
= 0.380 × 0.1/4 = 0.0095.

Numerical integration, which includes the effect of the loss on the density, gives 0.93 percent. It is slightly smaller because the true density lies below the assumed ramp. The pulse is short enough to treat the filling as sudden. The leading-order formula requires C n₀² t_p ≪ 1 and cannot be used for a nanosecond pulse, during which generation and recombination compete.

**Radiative recombination.** This process needs one electron and one hole, so its rate is B n². With a rough B = 5 × 10⁻¹⁵ cm³/s, its ratio to the Auger rate at the start is

B n₀²/(C n₀³) = B/(C n₀) = 1.3 × 10⁻⁵.

The ratio doubles when the density halves and is still negligible.

**(f) Heating and degeneracy**

The photon energy at 532 nm is 2.33 eV, and a rough band gap is E_g = 1.12 eV. If each pair is made by one photon, it starts with 2.33 − 1.12 = 1.21 eV of kinetic energy. This is a lower estimate for a 0.1 ps pulse, which needs a few hundred GW/cm² inside the crystal to reach n₀. At such intensities a two-photon coefficient of 10 to 50 cm/GW would raise the absorbed energy per pair from 2.33 eV to about 2.6 to 3.2 eV, and free-carrier absorption can add more. We keep the one-photon value below. The carriers pass this energy to the lattice. The gap energy stays in the pair until recombination, when an Auger event gives it to the third carrier, which then also heats the lattice.

Let x = n/n₀, let w be the kinetic energy of the carriers per initial pair, and let τ_c = 0.5 ps be a rough cooling time. A simple energy balance is

dw/dt = E_g C n₀² x³ − w/τ_c.

The first term is the gap energy released by recombination; the second is the flow to the lattice. Numerical solution gives 0.064 eV per remaining pair at t_half, or w = 0.032 eV per initial pair. Energy conservation then gives the lattice heat per initial pair:

2.331 − 1.12/2 − 0.032 = 1.739 eV.

For 10²¹ pairs per cm³ this is 279 J/cm³. Dividing by a rough heat capacity of 1.66 J/(cm³ K) gives a temperature rise of 168 K, or about 170 K. The heat capacity of silicon grows on warming, and including this lowers the rise to about 155 K. In this estimate the lattice remains far below the melting point of silicon, which is roughly 1700 K.

We now test whether the electrons can cool as completely as this balance assumes. Silicon has six equivalent conduction valleys, with ellipsoidal energy surfaces. In atomic units, an ellipsoid of energy E_F in one valley has the k-space volume

(4π/3)(2m_d E_F)^(3/2), with m_d = (m_l m_t²)^(1/3).

Here m_l = 0.92 and m_t = 0.19 are the longitudinal and transverse masses, so m_d = 0.32. Each valley has two spin states and a density of 1/(2π)³ k-points per unit volume of the crystal. At zero temperature the electron density is therefore

n = 12/(2π)³ · (4π/3)(2m_d E_F)^(3/2)
= (2/π²)(2m_d E_F)^(3/2).

Solving for the Fermi energy, measured from the band edge,

E_F = (π² n/2)^(2/3)/(2m_d).

At n₀ this is 0.344 eV, about 13 times the thermal energy of 0.0259 eV at 300 K. The ellipsoids are only an approximation at such energies, because neighbouring valleys meet roughly 0.13 eV above the band edge. The real band shape lowers E_F by about a fifth, which does not change the conclusion. Electrons cooled to the lattice temperature would be strongly degenerate.

This has two consequences. First, the shape of the energy distribution then changes with density, so the assumption behind a constant C in part (a) is no longer secure. Second, the Pauli principle prevents the electrons from giving up all their kinetic energy. With a density of states proportional to √E, their mean energy at zero temperature is

∫₀^{E_F} E^(3/2) dE / ∫₀^{E_F} E^(1/2) dE = (2/5)E_F/(2/3) = (3/5)E_F.

At n₀/2 the Fermi energy is 0.344 × 2^(−2/3) = 0.217 eV, and the mean is 0.13 eV. This exceeds the 0.064 eV that the simple balance leaves to electrons and holes together. Taken alone, this effect makes the balance overestimate the lattice heating. The 0.064 eV is a cooling lag and sits on top of the minimum energy, so the carriers should relax towards that minimum: replace w/τ_c by (w − x e_min)/τ_c, with e_min = 0.130 eV × (2x)^(2/3). Numerical solution then raises w at t_half by 0.071 eV per initial pair, a little more than 0.5 × 0.130 = 0.065 eV and about 4 percent of the lattice heat. The real band shape lowers this to about 0.06 eV. The holes must keep some energy too. Empirical-pseudopotential bands without spin-orbit coupling give them a minimum mean energy of about 0.11 eV at n₀/2, which adds about 0.06 eV per initial pair; these mean energies move by up to about 0.006 eV with form factors, basis and mesh. Together the two corrections are about 7 percent of the lattice heat, or 8 to 9 percent for carriers at the warmed lattice temperature. An effect of opposite sign is also missing from the balance: exchange and correlation lower the energy of a pair by roughly 0.13 eV at n₀/2, or 0.07 eV per initial pair, and this energy goes to the lattice. The net correction is therefore a few percent, and its size is not fixed by these estimates.

**The model beside real silicon**

The chosen C is a rough typical value for silicon at lower carrier densities, and 10²¹ cm⁻³ belongs to the regime of intense ultrafast excitation. Of the half-time corrections calculated here, screening is the largest: it moves the result from 3.9 to 8.1 ps, whereas the chosen doping and diffusion shorten it by about 17 and 7 percent. The value of τ_s is itself rough, and the effect of degeneracy on C has not been calculated. With these rough parameters the calculation therefore suggests a half-time of several picoseconds, but it does not fix the value for real silicon. With half the chosen C, for example, the half-time including screening would be about 12 ps. The numerical output lists the parameters of the main calculations.

Numbers as computed

```
Initial pair density: 1.0e+21 cm^-3
Auger coefficient C: 3.8e-31 cm^6/s
Part with two electrons: 2.8e-31 cm^6/s
Part with two holes: 1.0e-31 cm^6/s
Initial loss rate per pair: 0.380 1/ps
Initial lifetime 1/(C n0^2): 2.632 ps
Half-time, formula: 3.947 ps
Half-time, direct integration: 3.947 ps
Half-time in atomic units: 1.6319e+05 a.u.
Wrong exponential half-time: 1.824 ps
Duration of second halving: 15.79 ps
Total time to one quarter: 19.74 ps
Half-time from 1e20 cm^-3: 394.7 ps
Density at 1 ps: 7.538e+20 cm^-3
Density at 2 ps: 6.299e+20 cm^-3
Density at 4 ps: 4.975e+20 cm^-3
Density at 10 ps: 3.410e+20 cm^-3
Density at 20 ps: 2.485e+20 cm^-3
Rough screening-limited lifetime: 6.0 ps
Half-time with screening limit: 8.11 ps
Acceptor density: 1.0e+20 cm^-3
Half-time with acceptors: 3.28 ps
Rough ambipolar diffusion coefficient: 18 cm^2/s
Excitation depth: 1000 nm
Diffusion length in one half-time: 84 nm
Surface half-time with diffusion: 3.682 ps
Shift from 10 nm to 5 nm mesh: 1.9e-04 ps
Pulse length: 0.1 ps
Density lost during pulse: 0.93 percent
Rough radiative coefficient: 5.0e-15 cm^3/s
Radiative/Auger rate at start: 1.3e-05 (no unit)
Longitudinal electron mass: 0.92 electron masses
Transverse electron mass: 0.19 electron masses
Electron Fermi energy at n0: 0.344 eV
Starting lattice temperature: 300 K
Thermal energy kT: 0.0259 eV
Rough band gap: 1.12 eV
Laser wavelength: 532 nm
Photon energy: 2.331 eV
Rough carrier cooling time: 0.5 ps
Excess energy per pair at half-time: 0.064 eV
Rough heat capacity: 1.66 J/(cm^3 K)
Lattice heating by half-time: 168 K
```
